# Microgap Breakdown from Townsend Ionization and Ion-Enhanced Field Emission: test program

```python
# RESULT UNDER TEST: onset of breakdown in a plane microgap,
#     gamma*(M-1) + S*jF'(Ec) = 1,   M = exp(alpha*d),
#     S  = d/(eps0*vi) * [M/2 - (M-1-alpha*d)/(alpha*d)^2],
#     Ec = [2E - D + sqrt(D^2 + 4E^2)]/2,   E = V/d,
# which becomes gamma*(M-1) = 1 when field emission is negligible.
# alpha: ionization coefficient; gamma: electrons per ion at the cathode;
# jF = C*E^2*exp(-D/E): area-averaged field emission; vi: ion drift speed;
# S: rise of cathode field per unit electron current density leaving it;
# Ec: mean cathode field at onset. SI units inside unless a name says otherwise.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq

q_e, m_e, hbar, eps0, kB = sc.e, sc.m_e, sc.hbar, sc.epsilon_0, sc.k
um = 1e-6

# rough typical inputs: argon at atmospheric pressure, metal electrodes
p_torr, T_gas = 760.0, 300.0
A_cm, B_cm = 12.0, 180.0            # 1/(cm Torr), V/(cm Torr)
gamma_se, phi, beta, area_frac = 0.01, 4.5, 50.0, 1e-3
sigma_cx, mass_u, U_ion = 5e-19, 39.95, 15.8
v_electron = 5e5                    # rough electron drift speed, m/s
Ap, Bp = 100 * A_cm * p_torr, 100 * B_cm * p_torr
ion_mass = mass_u * sc.atomic_mass
gas_density = p_torr * sc.torr / (kB * T_gas)
mfp = 1 / (gas_density * sigma_cx)

# field-emission constants, work function in eV and field in V/m
a_fn = q_e**2 / (8 * np.pi * sc.h)
b_fn = 4 * np.sqrt(2 * m_e * q_e) / (3 * hbar)
Q_img = q_e / (4 * np.pi * eps0)    # V m


def emission_constants(beta_tip):
    D = 0.95 * b_fn * phi**1.5 / beta_tip
    C = (area_frac * a_fn * beta_tip**2 / (1.1 * phi)
         * np.exp(b_fn * Q_img / np.sqrt(phi)))
    return C, D


C0, D0 = emission_constants(beta)


def alpha(E):
    return Ap * np.exp(-Bp / E)


def ion_speed(E):
    return np.sqrt(2 * q_e * E * mfp / (np.pi * ion_mass))


def emission(E, C=C0, D=D0):
    return C * E**2 * np.exp(-D / E)


def emission_slope(E, C=C0, D=D0):
    return C * (2 * E + D) * np.exp(-D / E)


def field_gain(E, d, a=None):
    a = alpha(E) * d if a is None else a
    if a < 1e-3:
        shape = a / 3               # small-argument limit avoids cancellation
    else:
        shape = np.exp(a) / 2 - (np.expm1(a) - a) / a**2
    return d * shape / (eps0 * ion_speed(E))


def cathode_field(E, D=D0):
    # algebraically equal to the stated root, without cancellation
    return E + 2 * E**2 / (D + np.sqrt(D**2 + 4 * E**2))


def feedback_terms(V, d, gam=gamma_se, boost=1.0, beta_tip=beta, dead_V=0.0):
    E = V / d
    C, D = emission_constants(beta_tip)
    a = alpha(E) * max(d - dead_V / E, 0.0)
    secondary = gam * np.expm1(a)
    field = boost * field_gain(E, d, a) * emission_slope(cathode_field(E, D), C, D)
    return secondary, field


def onset(d, **kw):
    return brentq(lambda V: sum(feedback_terms(V, d, **kw)) - 1, 20.0, 5000.0,
                  xtol=1e-12, rtol=1e-14, maxiter=1000)


def paschen(d):
    ratio = Ap * d / np.log(1 + 1 / gamma_se)
    return Bp * d / np.log(ratio) if ratio > 1 else np.inf


# ---- worked gap
d = 5 * um
Vb = onset(d)
E = Vb / d
ad = alpha(E) * d
M = np.exp(ad)
S = field_gain(E, d)
Ec = cathode_field(E)
u = Ec - E
sec, fe = feedback_terms(Vb, d)
j0 = u / S
F_tip = beta * Ec

# ---- test: field emission from the WKB energy integral
nodes, weights = np.polynomial.legendre.leggauss(160)


def wkb_current(F, image):
    Fn = F * 1e-9                                  # V/nm
    img = image * Q_img * 1e9 / 4                  # eV nm
    eps = 1.5 * (nodes + 1)                        # eV below Fermi level
    theta = np.pi / 2 * nodes
    total = 0.0
    for e_n, w_n in zip(eps, 1.5 * weights):
        w = phi + e_n
        root = np.sqrt(w * w - 4 * img * Fn)
        mid, half = w / (2 * Fn), root / (2 * Fn)
        x = mid + half * np.sin(theta)
        barrier = np.maximum(w - Fn * x - img / x, 0)
        G = (2 * np.sqrt(2 * m_e * q_e) / hbar * 1e-9
             * np.sum(weights * np.pi / 2 * np.sqrt(barrier)
                      * half * np.cos(theta)))
        total += w_n * e_n * np.exp(-G)
    return q_e**3 * m_e / (2 * np.pi**2 * hbar**3) * total


G0 = b_fn * phi**1.5 / F_tip
tri_ratio = wkb_current(F_tip, 0) / (a_fn * F_tip**2 / phi * np.exp(-G0))
assert abs(tri_ratio - 1) < 2 / G0      # next term of the expansion is O(1/G0)
img_ratio = wkb_current(F_tip, 1) / (emission(Ec) / area_frac)
assert 0.7 < img_ratio < 1.3            # error of the simple barrier-function fit

# ---- test: ion drift speed from mean flight time
# free path = mfp*s^2 with weight exp(-s^2)*2s ds; flight time = time_scale*s
accel = q_e * E / ion_mass
time_scale = np.sqrt(2 * mfp / accel)
mean_time = time_scale * quad(lambda s: 2 * s * s * np.exp(-s * s), 0, 8)[0]
assert abs(mfp / mean_time / ion_speed(E) - 1) < 1e-6

# ---- test: Poisson equation integrated numerically at fixed voltage
x = np.linspace(0, d, 20001)
rho = j0 * (M - np.exp(alpha(E) * x)) / ion_speed(E)
drop = cumulative_trapezoid(rho / eps0, x, initial=0)
u_num = cumulative_trapezoid(drop, x)[-1] / d
assert abs(u_num / u - 1) < 1e-6


# ---- test: generation-by-generation feedback on both sides of onset
def runs_away(V, gap):
    field = V / gap
    gain = field_gain(field, gap)
    repeat = gamma_se * np.expm1(alpha(field) * gap)
    j = 0.0
    for _ in range(20000):
        new = emission(field + gain * j) + repeat * j
        if gain * new > field:
            return True
        if abs(new - j) < 1e-12 * new:
            return False
        j = new
    raise AssertionError("iteration undecided")


for gap in (2 * um, 5 * um, 6 * um):
    V0 = onset(gap)
    assert not runs_away(0.999 * V0, gap)
    assert runs_away(1.001 * V0, gap)


# ---- test: nonlinear space-charge model, local alpha and ion speed
def nonlinear_onset(gap, V_guess, steps=100):
    Ecath = np.linspace(0.95, 1.12, 86) * V_guess / gap
    jF = emission(Ecath)
    Mu = np.exp(alpha(Ecath) * gap)
    repeat = gamma_se * (Mu - 1)
    assert np.all(repeat < 1)
    lo, hi = np.log(jF), np.log(jF * Mu / (1 - repeat))
    h = gap / steps

    def rates(field, je, J):
        f = np.maximum(field, 0.05 * Ecath)
        return -(J - je) / (eps0 * ion_speed(f)), alpha(f) * je

    def march(J):
        f, je, V = Ecath.copy(), (jF + gamma_se * J) / (1 + gamma_se), 0.0
        for _ in range(steps):
            a1, b1 = rates(f, je, J)
            a2, b2 = rates(f + h * a1 / 2, je + h * b1 / 2, J)
            a3, b3 = rates(f + h * a2 / 2, je + h * b2 / 2, J)
            a4, b4 = rates(f + h * a3, je + h * b3, J)
            V = V + h * f + h * h * (a1 + a2 + a3) / 6
            f = f + h * (a1 + 2 * a2 + 2 * a3 + a4) / 6
            je = je + h * (b1 + 2 * b2 + 2 * b3 + b4) / 6
        return je, V

    for _ in range(42):
        mid = (lo + hi) / 2
        excess = march(np.exp(mid))[0] > np.exp(mid)
        lo, hi = np.where(excess, mid, lo), np.where(excess, hi, mid)
    V = march(np.exp((lo + hi) / 2))[1]
    k = int(np.argmax(V))
    assert 0 < k < len(V) - 1           # a true interior turning point
    return V[k]


nonlinear = {}
for gap_um in (2, 5, 6):
    V0 = onset(gap_um * um)
    nonlinear[gap_um] = nonlinear_onset(gap_um * um, V0)
    # neglected terms are of relative order (E/D)^2 in the voltage
    assert abs(nonlinear[gap_um] / V0 - 1) < 0.01

# ---- test: small-field form of the ion-enhanced yield
yield_F = fe / (M - 1)
yield_simple = np.e * C0 * D0 * S * np.exp(-D0 / E) / (M - 1)
small = E / D0
assert abs(yield_F / yield_simple - (1 + small)) < 4 * small**2

# ---- test: wide-gap limit and its first correction
for gap_um in (10, 15, 50):
    assert abs(onset(gap_um * um) / paschen(gap_um * um) - 1) < 1e-9
d7 = 7.5 * um
VP7 = paschen(d7)
dV = 1e-3
slope7 = (feedback_terms(VP7 + dV, d7)[0] - feedback_terms(VP7 - dV, d7)[0]) / (2 * dV)
shift_pred = -feedback_terms(VP7, d7)[1] / slope7
shift_true = onset(d7) - VP7
assert shift_true < 0 and abs(shift_true / shift_pred - 1) < 0.03
assert np.isinf(paschen(d))             # no secondary-emission onset at 5 um

# ---- sizes of neglected effects
thermal_arg = np.pi * kB * T_gas / q_e * 1.5 * b_fn * np.sqrt(phi) / F_tip
thermal = thermal_arg / np.sin(thermal_arg)
electron_part = ((M - 1 - ad) / ad**2 * d / (eps0 * v_electron)) / S
n_ion = j0 * (M - 1) / (q_e * ion_speed(E))
z = np.geomspace(3e-9, 1e-7, 300)[:, None]
r = np.linspace(0, 6, 601)[None, :] * z
ion_field = 2 * Q_img * z / (z**2 + r**2)**1.5
extra = (emission(Ec + ion_field / beta) - emission(Ec)
         - emission_slope(Ec) * ion_field / beta) / area_frac
ring = np.sum(2 * np.pi * r * extra, axis=1) * (z[:, 0] * 0.01)
single = beta * area_frac * np.sum((ring[1:] + ring[:-1]) / 2 * np.diff(z[:, 0])) \
    / (q_e * ion_speed(E))

scan = np.arange(4.0, 9.001, 0.05)
scan_V = np.array([onset(g * um) for g in scan])
peak = int(np.argmax(scan_V))

print(f"gas: argon, p = {p_torr:.0f} Torr, T = {T_gas:.0f} K")
print(f"A = {A_cm:.0f} /(cm Torr), B = {B_cm:.0f} V/(cm Torr), gamma = {gamma_se}")
print(f"phi = {phi} eV, beta = {beta:.0f}, area fraction s = {area_frac}")
print(f"charge-exchange cross-section = {sigma_cx:.1e} m2, ion mass = {mass_u} u")
print(f"a = {a_fn:.4e} A eV/V2, b = {b_fn:.4e} V/(m eV^1.5)")
print(f"C = {C0:.4e} A/V2, D = {D0/1e6:.1f} V/um")
print(f"ion free path = {mfp*1e9:.1f} nm")
print("WORKED GAP d = 5 um")
print(f"breakdown voltage = {Vb:.2f} V, mean field E = {E/1e6:.3f} V/um")
print(f"E/p = {E/100/p_torr:.1f} V/(cm Torr)")
print(f"alpha = {alpha(E)*um:.4f} /um, alpha d = {ad:.4f}, M = {M:.3f}")
print(f"ion drift speed = {ion_speed(E):.0f} m/s")
print(f"S = {S:.1f} (V/m)/(A/m2)")
print(f"cathode field Ec = {Ec/1e6:.3f} V/um, rise u = {u/1e6:.3f} V/um")
print(f"u/E = {u/E:.4f}, E/D = {small:.4f}")
print(f"cathode electron current j0 = {j0:.1f} A/m2, total = {M*j0:.3e} A/m2")
print(f"secondary term = {sec:.4f}, field-emission term = {fe:.4f}")
print(f"field-emission yield per ion = {yield_F:.5f}, simple form = {yield_simple:.5f}")
print(f"A p d = {Ap*d:.3f}, ln(1+1/gamma) = {np.log(1+1/gamma_se):.3f}")
print(f"voltage with gamma = 0: {onset(d, gam=0.0):.2f} V")
print("GAP TABLE: gap um, onset V, secondary-only V, two terms at onset")
for gap_um in (2, 3, 4, 5, 6, 7, 8, 10, 15, 50):
    V0 = onset(gap_um * um)
    t1, t2 = feedback_terms(V0, gap_um * um)
    print(f"{gap_um:3d}  {V0:8.2f}  {paschen(gap_um*um):8.2f}  {t1:.4f}  {t2:.2e}")
print(f"local maximum of onset: {scan_V[peak]:.1f} V at {scan[peak]:.2f} um")
d_min = np.e * np.log(1 + 1 / gamma_se) / Ap
print(f"secondary-only minimum: {paschen(d_min):.1f} V at {d_min/um:.2f} um")
print(f"7.5 um shift: true {shift_true:.3e} V, predicted {shift_pred:.3e} V")
for gap_um, V_full in nonlinear.items():
    print(f"nonlinear model, {gap_um} um: {V_full:.2f} V")
print("NEGLECTED EFFECTS AND SENSITIVITY, 5 um")
print(f"tip field = {F_tip/1e9:.3f} V/nm, barrier f = {Q_img*F_tip/phi**2:.3f}")
print(f"WKB/formula: triangular {tri_ratio:.3f}, image barrier {img_ratio:.3f}")
print(f"emission factor at 300 K = {thermal:.3f}")
print(f"voltage with both emission factors = {onset(d, boost=img_ratio*thermal):.2f} V")
print(f"electron/ion space-charge effect = {electron_part:.4f} (v_e = {v_electron:.0e} m/s)")
print(f"ionization-energy distance = {U_ion/E/um:.3f} um (U = {U_ion} eV)")
print(f"voltage with that distance removed = {onset(d, dead_V=U_ion):.2f} V")
print(f"ion density at cathode = {n_ion:.2e} /m3, spacing = {n_ion**(-1/3)*1e9:.0f} nm")
print(f"extra single-ion yield beyond 3 nm = {single:.1e} per ion")
print(f"local tip current density = {emission(Ec)/area_frac:.2e} A/m2")
print(f"voltage for beta 45, 55: {onset(d, beta_tip=45.0):.1f}, {onset(d, beta_tip=55.0):.1f} V")
print(f"voltage for s x 0.1, x 10: {onset(d, boost=0.1):.1f}, {onset(d, boost=10.0):.1f} V")
print("every check passed")
```

Printed output:

```
gas: argon, p = 760 Torr, T = 300 K
A = 12 /(cm Torr), B = 180 V/(cm Torr), gamma = 0.01
phi = 4.5 eV, beta = 50, area fraction s = 0.001
charge-exchange cross-section = 5.0e-19 m2, ion mass = 39.95 u
a = 1.5414e-06 A eV/V2, b = 6.8309e+09 V/(m eV^1.5)
C = 8.0356e-05 A/V2, D = 1238.9 V/um
ion free path = 81.8 nm
WORKED GAP d = 5 um
breakdown voltage = 293.39 V, mean field E = 58.678 V/um
E/p = 772.1 V/(cm Torr)
alpha = 0.7223 /um, alpha d = 3.6117, M = 37.030
ion drift speed = 2716 m/s
S = 3333.0 (V/m)/(A/m2)
cathode field Ec = 61.451 V/um, rise u = 2.773 V/um
u/E = 0.0473, E/D = 0.0474
cathode electron current j0 = 831.9 A/m2, total = 3.081e+04 A/m2
secondary term = 0.3603, field-emission term = 0.6397
field-emission yield per ion = 0.01775, simple form = 0.01693
A p d = 4.560, ln(1+1/gamma) = 4.615
voltage with gamma = 0: 299.60 V
GAP TABLE: gap um, onset V, secondary-only V, two terms at onset
  2    143.73       inf  0.0352  9.65e-01
  3    199.39       inf  0.0827  9.17e-01
  4    249.41       inf  0.1772  8.23e-01
  5    293.39       inf  0.3603  6.40e-01
  6    326.70    481.96  0.6955  3.05e-01
  7    294.99    295.14  0.9992  7.55e-04
  8    238.96    238.96  1.0000  5.76e-09
 10    200.84    200.84  1.0000  1.46e-17
 15    188.85    188.85  1.0000  3.10e-33
 50    298.62    298.62  1.0000  6.58e-80
local maximum of onset: 331.2 V at 6.35 um
secondary-only minimum: 188.2 V at 13.76 um
7.5 um shift: true -2.470e-04 V, predicted -2.471e-04 V
nonlinear model, 2 um: 143.83 V
nonlinear model, 5 um: 293.53 V
nonlinear model, 6 um: 326.83 V
NEGLECTED EFFECTS AND SENSITIVITY, 5 um
tip field = 3.073 V/nm, barrier f = 0.218
WKB/formula: triangular 0.957, image barrier 1.154
emission factor at 300 K = 1.057
voltage with both emission factors = 290.77 V
electron/ion space-charge effect = 0.0008 (v_e = 5e+05 m/s)
ionization-energy distance = 0.269 um (U = 15.8 eV)
voltage with that distance removed = 297.50 V
ion density at cathode = 6.89e+19 /m3, spacing = 244 nm
extra single-ion yield beyond 3 nm = 7.0e-06 per ion
local tip current density = 5.32e+05 A/m2
voltage for beta 45, 55: 326.2, 266.6 V
voltage for s x 0.1, x 10: 327.6, 265.6 V
every check passed
```
